# When Sixth-Order Cubic Anisotropy Makes [110] a Polarization Minimum

## Fourth order alone: two cuts through [110]

A crystal whose nonpolar parent phase has the full symmetry of the cube, point group $m\bar3m$, carries a polarization $\mathbf P=P\mathbf n$. Hold the magnitude $P$ fixed and let the unit vector $\mathbf n$ turn. To fourth order, the part of the energy per cell that depends on direction is

$$F=K_1 s,\qquad s=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 . \tag{1}$$

Two cuts through $[110]$ show what this function does there.

The first cut is the circle $n_3=0$, with $\mathbf n=(\cos\theta,\sin\theta,0)$. Then

$$s=\cos^2\theta\,\sin^2\theta=\tfrac14\sin^2 2\theta , \tag{2}$$

which has its maximum, $1/4$, at $\theta=45^\circ$, the direction $[110]$.

The second cut is the mirror plane $n_1=n_2$. With $u=n_3^2$, normalization gives $n_1^2=n_2^2=(1-u)/2$, so

$$s=\frac{(1-u)^2}{4}+u(1-u)=\frac14+\frac u2-\frac{3u^2}{4}. \tag{3}$$

This rises as $u$ leaves zero, so on this cut $[110]$ is a minimum of $s$.

Every neighbourhood of $[110]$ therefore contains directions with larger $s$ and directions with smaller $s$. If $K_1>0$, the energy falls along the first cut, towards $[100]$. If $K_1<0$, it falls along the second, towards $[111]$. If $K_1=0$, it is constant. In no case is $[110]$ a strict minimum. For $K_1<0$ the trouble lies in one direction only, the tilt out of the plane $n_3=0$, and a cure must act on that tilt.

## What sixth order adds

Mirror reflections change the sign of each component separately, so an invariant polynomial depends on $x=n_1^2$, $y=n_2^2$, $z=n_3^2$. The remaining operations of the cube permute the axes in all six ways, so it is symmetric in $x,y,z$. Every symmetric polynomial is a polynomial in $x+y+z$, $xy+yz+zx$ and $xyz$. On the unit sphere the first is 1, the second is $s$, and the third is

$$q=n_1^2n_2^2n_3^2 . \tag{4}$$

Up to sixth order in $\mathbf P$ the possible terms are $P^2$; $P^4$ and $P^4s$; $P^6$, $P^6s$ and $P^6q$. The anisotropy energy is thus

$$F=K_1s+K_2q . \tag{5}$$

The constants are connected with the usual Landau polynomial, written here per cell:

$$\begin{aligned}
F_L={}&a_{11}\sum_i P_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_i P_i^6\\
&+a_{112}\sum_i P_i^4(P^2-P_i^2)+a_{123}P_1^2P_2^2P_3^2 .
\end{aligned} \tag{6}$$

Since $x+y+z=1$, squaring and cubing this sum give

$$\sum_i n_i^4=1-2s,\qquad \sum_i n_i^6=1-3s+3q . \tag{7}$$

Their difference is $\sum_i n_i^4(1-n_i^2)=s-3q$. Inserting these in (6) and collecting the factors of $s$ and $q$ yields

$$\begin{aligned}
K_1&=(a_{12}-2a_{11})P^4+(a_{112}-3a_{111})P^6,\\
K_2&=(3a_{111}-3a_{112}+a_{123})P^6 .
\end{aligned} \tag{8}$$

Sixth-order terms also feed $K_1$. That part has the shape $s$ and, by the argument of the two cuts, cannot make $[110]$ a minimum without $q$, though it can help by making $K_1$ negative. The new shape is $q$. It vanishes whenever one component is zero, so for $K_2>0$ it penalizes directions with three nonzero components and leaves the plane $n_3=0$ untouched.

## The criterion

Let $\varphi$ be the angle from $[110]$ within the plane $n_3=0$ and $t$ the tilt out of it:

$$\mathbf n=\bigl(\cos t\cos(\tfrac\pi4+\varphi),\ \cos t\sin(\tfrac\pi4+\varphi),\ \sin t\bigr). \tag{9}$$

The identity $2\sin\alpha\cos\alpha=\sin2\alpha$ gives $n_1n_2=\tfrac12\cos^2t\cos2\varphi$, and $n_1^2+n_2^2=\cos^2t$. Hence

$$\begin{aligned}
s&=\tfrac14\cos^4t\cos^22\varphi+\sin^2t\cos^2t,\\
q&=\tfrac14\cos^4t\,\sin^2t\,\cos^22\varphi .
\end{aligned} \tag{10}$$

To second order, $\cos^4t\simeq1-2t^2$, $\cos^22\varphi\simeq1-4\varphi^2$ and $\sin^2t\simeq t^2$. Then $s\simeq\tfrac14-\varphi^2-\tfrac12t^2+t^2$ and $q\simeq\tfrac14t^2$, so that

$$F\simeq\frac{K_1}{4}-K_1\varphi^2+\left(\frac{K_1}{2}+\frac{K_2}{4}\right)t^2 . \tag{11}$$

There are no linear terms and no $t\varphi$ term, because (10) is even in each angle. At $[110]$ both angles measure arc length on the unit sphere. Writing $F\simeq K_1/4+\tfrac12k_\varphi\varphi^2+\tfrac12k_tt^2$ defines the stiffnesses

$$k_\varphi=-2K_1,\qquad k_t=K_1+\tfrac12K_2 . \tag{12}$$

For $K_2=0$ their product is $-2K_1^2$, the saddle already found. With $K_2$ present, both are positive when

$$K_1<0\quad\text{and}\quad K_2>-2K_1 , \tag{13}$$

and $[110]$ is then a strict local minimum.

The conditions are also necessary. If $K_1>0$, or if $K_2<-2K_1$, at least one stiffness is negative. The two edges, where a stiffness vanishes, need separate treatment. For $K_1=0$ the energy is $K_2q$, which is zero all along the circle $n_3=0$, so a minimum there cannot be strict. For the other edge, use the mirror plane, where $q=u(1-u)^2/4$. From (3) and (5),

$$F-F_{110}=K_1\left(\frac u2-\frac{3u^2}{4}\right)+\frac{K_2}{4}u(1-u)^2 . \tag{14}$$

Setting $K_2=-2K_1$ makes the last term $-K_1(u/2-u^2+u^3/2)$. The linear terms cancel, leaving

$$F-F_{110}=\frac{K_1u^2}{4}(1-2u), \tag{15}$$

which is negative for $K_1<0$ and $0<u<\tfrac12$. Equality in (13) therefore fails as well.

A numerical comparison of $[110]$ with directions $10^{-3}$ rad away, for 20 values of $K_1$ from $-1$ to 1 and 31 values of $K_2$ from $-2.9$ to 3.1, found a strict minimum for 105 of the 620 pairs. They were the pairs that satisfy (13).

## Local minimum and lowest minimum

Criterion (13) says nothing about distant directions. To compare them, all stationary directions are needed. Regard $F$ as a function of $x,y,z$. Where no component vanishes, stationarity on the sphere requires $\partial F/\partial x=\partial F/\partial y=\partial F/\partial z$. The first equality reads

$$(y-x)(K_1+K_2z)=0 , \tag{16}$$

and the others follow by permutation. If $x,y,z$ were all different, (16) would give $z=-K_1/K_2$ and its permutation $x=-K_1/K_2$, a contradiction. Two of them are therefore equal, and the direction lies in a mirror plane of the type used above. If one component vanishes, $F$ reduces to $K_1xy$ on a circle; for $K_1\ne0$ its stationary directions are of types $\langle100\rangle$ and $\langle110\rangle$.

On the mirror plane, differentiate (14), using $1-4u+3u^2=(1-u)(1-3u)$:

$$\frac{dF}{du}=\frac{1-3u}{4}\,\bigl[2K_1+K_2(1-u)\bigr]. \tag{17}$$

The root $u=1/3$ is $[111]$. Take $K_1<0$ from here on and define $\kappa=K_2/|K_1|$. The other root is

$$u_s=1+\frac{2K_1}{K_2}=1-\frac2\kappa , \tag{18}$$

which lies between 0 and 1 for $\kappa>2$. It is a direction of type $(h,h,k)$ that splits off from $[110]$ as $[110]$ becomes stable. At this root $K_2(1-u_s)=-2K_1$, so the last term of (14) equals $-K_1u_s(1-u_s)/2$, and

$$F_s-F_{110}=-\frac{K_1u_s^2}{4}=\frac{|K_1|}{4}\left(1-\frac2\kappa\right)^2 . \tag{19}$$

These points are saddles, except at $\kappa=3$, where they merge with $[111]$. Within the mirror plane, (17) gives $d^2F/du^2=-K_2(1-3u_s)/4$, which is negative for $\kappa<3$ and positive for $\kappa>3$. Across the plane, at fixed $z$, the identity $4xy=(x+y)^2-(x-y)^2$ shows that $F$ changes by $-(K_1+K_2z)(x-y)^2/4$. At $z=u_s$ the bracket is $3K_1+K_2$, so this change is positive for $\kappa<3$ and negative for $\kappa>3$. The two curvatures thus have opposite signs.

For $[111]$, (17) gives $d^2F/du^2=-\tfrac32(K_1+K_2/3)$ at $u=1/3$. Since $u=\sin^2t$, $(du/dt)^2=4u(1-u)=8/9$ there, and the stiffness is

$$k_{111}=-\tfrac43\left(K_1+\tfrac13K_2\right). \tag{20}$$

The threefold axis makes it the same for every tilt. So $[111]$ is a minimum for $\kappa<3$ and a maximum for $\kappa>3$. The energies to compare are $F_{110}=K_1/4$ and $F_{111}=K_1/3+K_2/27$; they are equal at $\kappa=9/4$. The direction $[100]$, with $F=0$, is a maximum, since nearby $F\simeq K_1(n_2^2+n_3^2)<0$.

As $\kappa$ grows, $[110]$ is first unstable, then above $\kappa=2$ metastable beside a lower $[111]$, and above $\kappa=9/4$ the lowest minimum. Up to $\kappa=3$ the state $[111]$ survives as a metastable one. This coexistence makes the change between the two phases discontinuous in direction. A numerical search at $\kappa=2.3$ finds 20 minima (12 of type $\langle110\rangle$ and 8 of type $\langle111\rangle$), 24 saddles and 6 maxima; at $\kappa=4$ it finds 12, 24 and 14.

## Letting the magnitude relax

In a crystal $P$ is not held fixed. By symmetry, the angular derivatives of the full energy vanish at $[110]$ for every $P$. Their derivatives with respect to $P$ vanish too, so radial and angular displacements do not couple at second order. Criterion (13) carries over, with $K_1$ and $K_2$ evaluated at the equilibrium magnitude along $[110]$, provided the radial stiffness is positive. The conditions remain necessary, because a point that is not a strict minimum on its sphere cannot be one in the full space. The value $\kappa=9/4$ does shift, since $[110]$ and $[111]$ relax to different magnitudes.

## Response near the boundary

Apply a small field $E$ along $[001]$. In atomic units, with cell volume $\Omega$, it adds $-EP\Omega\sin t\simeq-EP\Omega t$ to $\tfrac12k_tt^2$. Minimization gives

$$t=\frac{EP\Omega}{k_t}. \tag{21}$$

The induced component is $Pt$. The susceptibility is $Pt/(\varepsilon_0E)$, and $\varepsilon_0=1/4\pi$ in these units, so

$$\chi_t=\frac{4\pi P^2\Omega}{K_1+K_2/2}. \tag{22}$$

It diverges as $K_2$ falls to $-2K_1$: the loss of stability appears as a large transverse dielectric response. The divergence itself belongs to a metastable state, since $[111]$ is lower below $\kappa=9/4$. At that crossing $k_t$ is still $|K_1|/8$ and $\chi_t$ is finite. Equation (22) counts rotation at fixed magnitude and nothing else.

## A worked example

Take a cubic cell of edge 4 Å, $P=30$ μC/cm², $K_1=-1$ meV and $K_2=4$ meV per cell, so $\kappa=4$. Both thresholds, 2 meV for a local minimum and 2.25 meV for the lowest one, are exceeded. The energies are

$$F_{110}=-\tfrac14=-0.250\ \text{meV},\qquad F_{111}=-\tfrac13+\tfrac4{27}=-0.185\ \text{meV}, \tag{23}$$

with $F_{100}=0$. The stiffnesses (12) are $k_\varphi=2$ and $k_t=-1+2=1$ meV/rad²; without $K_2$ the latter would be $-1$. From (20), $k_{111}=-0.44$ meV/rad², so $[111]$ is a maximum. The saddle lies at $u_s=1-2/4=0.5$, and its height above $[110]$ is $(0.5)^2/4=0.0625$ meV, or $2.30\times10^{-6}$ hartree. On the cut $n_1=n_2$ this saddle lies beyond the maximum at $[111]$ and joins $[101]$ to $[011]$. The equivalent saddle $(1/\sqrt2,\tfrac12,\tfrac12)$ joins $[110]$ to $[101]$, so the same height is the barrier for leaving $[110]$.

The field that sets the scale of rotation is $k_t/(P\Omega)=0.083$ MV/cm. A field of 0.001 MV/cm then tilts the polarization by $0.001/0.0834=0.0120$ rad, and (22) gives $\chi_t\approx4060$. Direct minimization of the energy in this field gives 4063.

**Soft magnitude.** Let $K_1\propto P^4$, which neglects its sixth-order part in (8), and $K_2\propto P^6$, and let $P_0$ minimize the isotropic energy. The figures in this paragraph depend on that choice. A rough radial susceptibility of 100 gives a radial stiffness of 40.6 meV with respect to $P/P_0$. The derivative of the anisotropy energy with respect to $P/P_0$ is $4K_1s+6K_2q$. It equals $-1$ meV at $[110]$ and, with $s=0.3125$ and $q=0.03125$, $-0.5$ meV at the saddle. To leading order each energy drops by this derivative squared over twice the stiffness, 0.0123 and 0.0031 meV, which raises the barrier to 0.072 meV. Full minimization, with the isotropic energy taken as $\tfrac18k_r(P^2/P_0^2-1)^2$ and $k_r=40.6$ meV, also gives 0.072 meV, 16 % above the fixed-magnitude value, with $P$ along $[110]$ larger than $P_0$ by 2.6 %. The same relaxation stiffens the tilt, because both constants grow with $P$ and the stabilizing $K_2$ grows faster, and lowers $\chi_t$ from 4060 to about 3500. Both changes are measured from constants taken at $P_0$. With constants taken at the equilibrium magnitude along $[110]$, here $K_1=-1.106$ and $K_2=4.65$ meV, (19) gives 0.076 meV, and relaxation lowers this to 0.072 meV. Measured from that magnitude it cannot raise the barrier, since it leaves $[110]$ unchanged and can only lower the energy of other directions. The stiffening also depends on the assumed powers. In common Landau fits for barium titanate the fourth-order part of $K_1$ is positive, $K_1$ is negative through higher orders, and $k_t$ falls as $P$ grows.

**Eighth order.** A term $K_3s^2$ acts near $[110]$ through $s^2\simeq\tfrac1{16}+\tfrac12(s-\tfrac14)$, so it replaces $K_1$ by $K_1+K_3/2$ in (13). The minimum survives for

$$-2K_1-K_2<K_3<-2K_1 , \tag{24}$$

here between $-2$ and 2 meV. This is again a statement about a local minimum: for $K_3<-\tfrac43$ meV, $[111]$ lies lower. The other anisotropic eighth-order terms, $P^8s$ and $P^8q$, only shift $K_1$ and $K_2$. With those shifts included, the new shape $s^2$ leaves $[110]$ a minimum when $K_3$ lies inside that interval.

## Beside a real ferroelectric

Barium titanate has an orthorhombic phase with polarization along a pseudocubic $\langle110\rangle$ direction, and the cell edge, polarization and temperature of 240 K used here are roughly those of that phase. The anisotropy constants are round numbers of plausible order, not fitted ones, and the energies above are the model's. The model assumes complete compensation of the surface charge. For a bare slab polarized along its normal, with a rough background permittivity of 7, the depolarization energy is about 290 meV per cell. With the compensating charge and $P$ both held fixed, it grows as the square of the uncompensated charge, so an uncompensated fraction of 1.5 % already costs as much as the barrier; if $P$ relaxes with a radial susceptibility of 100, the fraction is about 6 %. Between short-circuited electrodes with a finite screening length the energy of the screening charge adds in, the cost is linear in the fraction, and about 0.02 % is enough. Elastic effects matter too. With a rough Young modulus of 100 GPa and electrostriction of 0.1 m⁴/C², the spontaneous strain is 0.9 % and its energy 1.6 meV per cell, larger than $|K_1|$. A single electrostriction coefficient ignores the dependence on direction, so these figures give only the order of magnitude. The part of the elastic energy that does depend on direction changes the anisotropy, so constants for a stress-free crystal cannot be carried over unchanged to a clamped film. With the same coefficient a stress of 10 MPa brings in 0.036 meV, but only the part that differs between directions changes the barrier. The field scale $k_t/(P\Omega)$ is 0.83 of a rough bulk breakdown field of 0.1 MV/cm, but it describes small tilts only. With $w=\sin t$, so that $u=w^2$, (14) gives $F-F_{110}=\tfrac12w^2-\tfrac54w^4+w^6$ in meV on the mirror plane. Between $[110]$ and $[111]$ its slope $w-5w^3+6w^5$ is at most 0.18 meV, reached near $w=0.28$. In the model a field along $[001]$ of about a fifth of the scale, well below breakdown, therefore already turns the polarization through a large angle.

At 240 K, $k_BT=20.7$ meV, some 330 times the barrier per cell. A single cell is not held along $[110]$ by this anisotropy. The constants $K_1$ and $K_2$ are free energies of a region that turns as a whole, and at fixed magnitude a coherent barrier of $40k_BT$ needs $40\times20.68/0.0625\approx13\,000$ cells, a cube of edge 9.5 nm. This is a size scale, not a switching rate: reversal by moving domain walls avoids turning the whole region at once. The material inputs of this section and the energies derived from them are collected in the numerical output; the largest slope follows from the polynomial in $w$ given above.

## Calculated quantities

```
cubic invariants at orders 2, 4, 6: 1 2 3
parameter pairs tested: 620, with [110] a strict minimum: 105
kappa = K2/|K1|, K1 < 0: minima, saddles, maxima, lowest direction
  1.5: 8, 12, 6, [111]
  2.2: 20, 24, 6, [111]
  2.3: 20, 24, 6, [110]
  2.9: 20, 24, 6, [110]
  3.1: 12, 24, 14, [110]
  4.0: 12, 24, 14, [110]
cell edge: 4.0 angstrom
polarization: 30 uC/cm2
temperature: 240 K
K1: -1.0 meV per cell
K2: 4.0 meV per cell
threshold -2*K1 for a local minimum: 2.00 meV
threshold -9*K1/4 for the lowest minimum: 2.25 meV
energy of [100]: 0.0000 meV
energy of [110]: -0.2500 meV
energy of [111]: -0.1852 meV
in-plane stiffness at [110]: 2.000 meV/rad2
out-of-plane stiffness at [110]: 1.000 meV/rad2
out-of-plane stiffness with K2 = 0: -1.000 meV/rad2
stiffness at [111]: -0.444 meV/rad2
saddle position n3^2: 0.500
barrier above [110]: 0.0625 meV = 2.297e-06 hartree
applied field along [001]: 0.001 MV/cm
tilt, linear formula: 0.01198 rad
tilt, direct minimization: 0.01199 rad
transverse susceptibility, formula: 4060
transverse susceptibility, direct: 4063
field scale k_t/(P*volume): 0.0834 MV/cm
rough breakdown field (input): 0.1 MV/cm
field scale / breakdown field: 0.83
rough radial susceptibility (input): 100
radial stiffness: 40.6 meV
P/P0 at [110] with soft magnitude: 1.0256
barrier with soft magnitude: 0.0724 meV
allowed eighth-order K3: -2.0 to 2.0 meV
rough Young modulus (input): 100 GPa
rough electrostriction (input): 0.1 m4/C2
spontaneous strain: 0.90 %
spontaneous-strain energy: 1.62 meV per cell
energy from a stress of 10 MPa: 0.0360 meV per cell
rough background permittivity (input): 7
depolarization energy, bare slab: 290 meV per cell
bare charge fraction matching the barrier: 1.47 %
thermal energy kT: 20.68 meV
cells for a coherent barrier of 40 kT: 13236
edge of that region: 9.5 nm
```
